# How Bismuth Changes the Even-Odd Reversal Length of a Lead Film: verification in Python

```python
"""
Result under test: in a free-electron film with layer spacing d the even-odd
alternation of the energy reverses every L = pi/|2 kF d - 3 pi| layers.
If L = 9 for Pb (4 electrons per atom, 2 kF d < 3 pi), an atomic fraction x of
Bi (5 electrons) at fixed atomic volume gives
    1/L' = 1/L - (3 - 1/L) * ((1 + x/4)**(1/3) - 1),   L' about 11.5 for x = 0.1.
Symbols: kF Fermi wavevector (1/nm), d layer spacing (nm), N number of layers,
D width of the hard-wall well (nm). Energies inside the functions are in units
of hbar^2/2m, that is 1/nm^2 per electron; they are converted to eV for output.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

pi = np.pi
hbar2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
bohr = const.physical_constants["Bohr radius"][0] * 1e9       # nm
kB = const.k / const.e                                        # eV/K

d = 0.286
L_pure = 9.0
x = 0.10
Z_pb, Z_bi = 4, 5
layers = np.arange(3, 181)


def reversal_length(kF, spacing):
    return pi / abs(2 * kF * spacing - 3 * pi)


def alloy_length(L, fraction):
    growth = (1 + fraction / 4) ** (1 / 3) - 1
    return 1 / (1 / L - (3 - 1 / L) * growth)


def well_width(N, kF, spacing):
    return N * spacing + 3 * pi / (4 * kF)


def film_energy(N, kF, spacing):
    """Energy per area at fixed electron number, by filling the subbands."""
    D = well_width(N, kF, spacing)
    areal_density = kF**3 * N * spacing / (3 * pi**2)
    n = np.arange(1, int(1.5 * kF * D / pi) + 5)
    levels = (n * pi / D) ** 2
    mu = np.min((2 * pi * areal_density + np.cumsum(levels)) / n)
    filled = levels[levels < mu]
    return np.sum(mu**2 - filled**2) / (4 * pi)


def oscillating_energy(N, kF, spacing):
    """Subband energy minus its bulk and constant surface parts."""
    D = well_width(N, kF, spacing)
    smooth = kF**5 * D / (5 * pi**2) - kF**4 / (8 * pi)
    return film_energy(N, kF, spacing) - smooth


def finite_well_potential(N, kF, spacing, k_depth):
    """Grand potential per area of a finite well at fixed Fermi level."""
    width = N * spacing
    top = (kF * width + 2 * np.arcsin(kF / k_depth)) / pi
    n = np.arange(1, int(np.floor(top)) + 1)
    low, high = np.zeros(n.size), np.full(n.size, kF)
    for _ in range(60):
        mid = (low + high) / 2
        below = mid * width + 2 * np.arcsin(mid / k_depth) < n * pi
        low, high = np.where(below, mid, low), np.where(below, high, mid)
    k = (low + high) / 2
    return -np.sum((kF**2 - k**2) ** 2) / (4 * pi)


def second_difference(energies):
    return energies[2:] + energies[:-2] - 2 * energies[1:-1]


def reversals(energies):
    """Thicknesses at which the staggered second difference changes sign."""
    N = layers[1:-1]
    y = (-1.0) ** N * second_difference(energies) * N**2
    i = np.where(y[:-1] * y[1:] < 0)[0]
    return N[i] + y[i] / (y[i] - y[i + 1])


def mean_spacing(points):
    used = points[1:]
    return np.polyfit(np.arange(used.size), used, 1)[0]


def film_series(kF, spacing):
    return np.array([film_energy(N, kF, spacing) for N in layers])


# Calibration of kF, and alloy kF from the electron density
kF_pure = (3 * pi - pi / L_pure) / (2 * d)
volume = Z_pb * 3 * pi**2 / kF_pure**3
Z_mean = (1 - x) * Z_pb + x * Z_bi
kF_alloy = (3 * pi**2 * Z_mean / volume) ** (1 / 3)
L_alloy = alloy_length(L_pure, x)

# Ideal fcc(111) with four free electrons, to choose the branch
a_fcc = np.sqrt(3) * d
kF_fcc = (3 * pi**2 * 4 * Z_pb / a_fcc**3) ** (1 / 3)
kF_fcc_alloy = (3 * pi**2 * 4 * Z_mean / a_fcc**3) ** (1 / 3)
assert 2 * kF_fcc * d < 3 * pi
kF_upper = (3 * pi + pi / L_pure) / (2 * d)
Z_lower = Z_pb * (kF_pure / kF_fcc) ** 3
Z_upper = Z_pb * (kF_upper / kF_fcc) ** 3
assert abs(Z_lower - Z_pb) < 0.2 < abs(Z_upper - Z_pb)

# Reversal spacing from subband energies against the formula
E_pure, E_alloy = film_series(kF_pure, d), film_series(kF_alloy, d)
rev_pure, rev_alloy = reversals(E_pure), reversals(E_alloy)
L_pure_num, L_alloy_num = mean_spacing(rev_pure), mean_spacing(rev_alloy)
assert abs(L_pure_num - L_pure) < 0.1
assert abs(L_alloy_num - L_alloy) < 0.1
assert abs(L_alloy - 11.5) < 0.1

# Upper branch: Bi must shorten the reversal length
kF_upper_alloy = kF_upper * (Z_mean / Z_pb) ** (1 / 3)
L_upper = reversal_length(kF_upper_alloy, d)
L_upper_num = mean_spacing(reversals(film_series(kF_upper_alloy, d)))
assert abs(L_upper_num - L_upper) < 0.1 and L_upper_num < L_pure

# Clamped in-plane lattice with a small normal expansion
strain = 0.005
d_clamped = d * (1 + strain)
kF_clamped = (3 * pi**2 * Z_mean / (volume * (1 + strain))) ** (1 / 3)
L_clamped = 1 / (3 - (3 - 1 / L_alloy) * (1 + strain) ** (2 / 3))
L_clamped_num = mean_spacing(reversals(film_series(kF_clamped, d_clamped)))
assert abs(L_clamped_num - L_clamped) < 0.1

# At the formal divergence no reversal may occur
x_div = 4 * ((3 / (3 - 1 / L_pure)) ** 3 - 1)
kF_div = (3 * pi**2 * (Z_pb + x_div) / volume) ** (1 / 3)
n_div = reversals(film_series(kF_div, d)).size
assert n_div == 0

# Another boundary phase: same spacing, shifted positions
work_function = 4.0
k_depth = np.sqrt(kF_pure**2 + work_function / hbar2_2m)
E_soft = np.array([finite_well_potential(N, kF_pure, d, k_depth) for N in layers])
rev_soft = reversals(E_soft)
L_soft = mean_spacing(rev_soft)
shift = (rev_pure[3] - rev_soft[3]) % L_pure
assert abs(L_soft - L_pure) < 0.1
assert 0.5 < shift < L_pure - 0.5

# Oscillating energy against the harmonic series, for thick films
harmonics = np.arange(1, 200)
worst, largest = 0.0, 0.0
for kF in (kF_pure, kF_alloy):
    for N in range(60, 121):
        D = well_width(N, kF, d)
        series = np.sum(np.sin(2 * harmonics * kF * D) / harmonics**3)
        exact = oscillating_energy(N, kF, d) * 2 * pi**2 * D**2 / kF**2
        worst = max(worst, abs(exact - series))
        largest = max(largest, abs(series))
assert worst < 0.03 * largest

# Energy of the nine-layer film per surface atom
area_atom = volume / d
D9 = well_width(9, kF_pure, d)
to_meV = hbar2_2m * area_atom * 1e3
E9_sum = oscillating_energy(9, kF_pure, d) * to_meV
E9_lead = kF_pure**2 * np.sin(2 * kF_pure * D9) / (2 * pi**2 * D9**2) * to_meV
assert abs(E9_sum / E9_lead - 1) < 0.1

# Thermal damping of the oscillation after one alloy reversal length
T = 200.0
thickness = L_alloy * d
hbar_vF = 2 * hbar2_2m * kF_alloy
tau = kB * T * 2 * thickness / hbar_vF
thermal = 2 * quad(lambda u: np.cos(tau * u) / (4 * np.cosh(u / 2) ** 2), 0, 60)[0]
assert abs(thermal - pi * tau / np.sinh(pi * tau)) < 1e-6

# Alloy scattering: Born cross-section of one extra screened charge
kappa2 = 4 * kF_alloy / (pi * bohr)


def born_integrand(cosine):
    q2 = 2 * kF_alloy**2 * (1 - cosine)
    return 2 * pi * (2 / bohr / (q2 + kappa2)) ** 2


cross_section = quad(born_integrand, -1, 1)[0]
closed = 16 * pi / (bohr**2 * kappa2 * (kappa2 + 4 * kF_alloy**2))
assert abs(cross_section / closed - 1) < 1e-8
free_path = volume / (x * (1 - x) * cross_section)
disorder = np.exp(-thickness / free_path)

# Sensitivity of the answer
shift_inverse = 1 / L_pure - 1 / L_alloy
L_slow = 1 / (1 / L_pure - 0.8 * shift_inverse)
L_fast = 1 / (1 / L_pure - 1.2 * shift_inverse)
L_linear = L_pure + L_pure**2 * (3 - 1 / L_pure) * x / 12
assert L_linear < L_alloy


def stable(energies):
    N = layers[1:-1]
    chosen = N[(second_difference(energies) > 0) & (N <= 30)]
    return " ".join(str(v) for v in chosen)


def first(points):
    return " ".join(f"{v:.2f}" for v in points[:3])


print(f"layer spacing d: {d:.3f} nm")
print(f"Bi atomic fraction x: {x:.2f}")
print(f"electrons per atom, Pb and alloy: {Z_pb:.2f} {Z_mean:.2f}")
print(f"kF pure: {kF_pure:.3f} 1/nm")
print(f"kF alloy: {kF_alloy:.3f} 1/nm")
print(f"relative rise of kF: {100 * (kF_alloy / kF_pure - 1):.3f} percent")
print(f"Fermi energy pure: {hbar2_2m * kF_pure**2:.2f} eV")
print(f"calibrated atomic volume: {volume:.5f} nm^3")
print(f"ideal fcc atomic volume for this d: {a_fcc**3 / 4:.5f} nm^3")
print(f"2 kF d / pi, pure: {2 * kF_pure * d / pi:.5f}")
print(f"2 kF d / pi, alloy: {2 * kF_alloy * d / pi:.5f}")
print(f"1/L pure: {1 / L_pure:.5f} per layer")
print(f"1/L alloy: {1 / L_alloy:.5f} per layer")
print(f"L pure, input: {L_pure:.2f} layers = {L_pure * d:.2f} nm")
print(f"L alloy, formula: {L_alloy:.2f} layers = {thickness:.2f} nm")
print(f"L pure, subband sums: {L_pure_num:.2f} layers")
print(f"L alloy, subband sums: {L_alloy_num:.2f} layers")
print(f"L alloy, linear estimate: {L_linear:.2f} layers")
print(f"first reversals, pure: N = {first(rev_pure)}")
print(f"first reversals, alloy: N = {first(rev_alloy)}")
print(f"favoured N up to 30, pure: {stable(E_pure)}")
print(f"favoured N up to 30, alloy: {stable(E_alloy)}")
print(f"ideal fcc 2 kF d / pi, Z = 4: {2 * kF_fcc * d / pi:.4f}")
print(f"ideal fcc L, Z = 4: {reversal_length(kF_fcc, d):.2f} layers")
print(f"ideal fcc L, Z = 4.1: {reversal_length(kF_fcc_alloy, d):.2f} layers")
print(f"fcc electrons per atom for L = 9, lower branch: {Z_lower:.2f}")
print(f"fcc electrons per atom for L = 9, upper branch: {Z_upper:.2f}")
print(f"upper branch, alloy L, formula: {L_upper:.2f} layers")
print(f"upper branch, alloy L, subband sums: {L_upper_num:.2f} layers")
print(f"formal divergence of L at x = {x_div:.3f}")
print(f"reversals found there up to N = {layers[-2]}: {n_div}")
print(f"finite well, work function: {work_function:.1f} eV")
print(f"finite well, L pure: {L_soft:.2f} layers")
print(f"finite well, shift of reversals (mod L): {shift:.2f} layers")
print(f"series error / largest value, N 60-120: {worst / largest:.4f}")
print(f"surface area per atom: {area_atom:.4f} nm^2")
print(f"E_osc at N = 9, subband sum: {E9_sum:.2f} meV per surface atom")
print(f"E_osc at N = 9, leading term: {E9_lead:.2f} meV per surface atom")
print(f"alloy L if pure L is 8.5: {alloy_length(8.5, x):.2f} layers")
print(f"alloy L if pure L is 9.5: {alloy_length(9.5, x):.2f} layers")
print(f"alloy L if kF shift is 20 percent smaller: {L_slow:.2f} layers")
print(f"alloy L if kF shift is 20 percent larger: {L_fast:.2f} layers")
print(f"clamped film, normal expansion: {100 * strain:.1f} percent")
print(f"clamped film, alloy L, formula: {L_clamped:.2f} layers")
print(f"clamped film, alloy L, subband sums: {L_clamped_num:.2f} layers")
print(f"temperature: {T:.0f} K")
print(f"thermal damping factor at one alloy L: {thermal:.3f}")
print(f"Born cross-section per Bi atom: {cross_section:.4f} nm^2")
print(f"alloy mean free path, estimate: {free_path:.1f} nm")
print(f"disorder damping factor at one alloy L: {disorder:.2f}")
print("all good")
```

Output:

```
layer spacing d: 0.286 nm
Bi atomic fraction x: 0.10
electrons per atom, Pb and alloy: 4.00 4.10
kF pure: 15.867 1/nm
kF alloy: 15.998 1/nm
relative rise of kF: 0.826 percent
Fermi energy pure: 9.59 eV
calibrated atomic volume: 0.02965 nm^3
ideal fcc atomic volume for this d: 0.03039 nm^3
2 kF d / pi, pure: 2.88889
2 kF d / pi, alloy: 2.91277
1/L pure: 0.11111 per layer
1/L alloy: 0.08723 per layer
L pure, input: 9.00 layers = 2.57 nm
L alloy, formula: 11.46 layers = 3.28 nm
L pure, subband sums: 9.00 layers
L alloy, subband sums: 11.46 layers
L alloy, linear estimate: 10.95 layers
first reversals, pure: N = 4.83 13.60 22.55
first reversals, alloy: N = 6.13 17.31 28.70
favoured N up to 30, pure: 4 5 7 9 11 13 14 16 18 20 22 23 25 27 29
favoured N up to 30, alloy: 4 6 7 9 11 13 15 17 18 20 22 24 26 28 29
ideal fcc 2 kF d / pi, Z = 4: 2.8653
ideal fcc L, Z = 4: 7.42 layers
ideal fcc L, Z = 4.1: 9.01 layers
fcc electrons per atom for L = 9, lower branch: 4.10
fcc electrons per atom for L = 9, upper branch: 5.12
upper branch, alloy L, formula: 7.31 layers
upper branch, alloy L, subband sums: 7.31 layers
formal divergence of L at x = 0.480
reversals found there up to N = 179: 0
finite well, work function: 4.0 eV
finite well, L pure: 9.00 layers
finite well, shift of reversals (mod L): 2.08 layers
series error / largest value, N 60-120: 0.0082
surface area per atom: 0.1037 nm^2
E_osc at N = 9, subband sum: -6.59 meV per surface atom
E_osc at N = 9, leading term: -6.80 meV per surface atom
alloy L if pure L is 8.5: 10.66 layers
alloy L if pure L is 9.5: 12.29 layers
alloy L if kF shift is 20 percent smaller: 10.87 layers
alloy L if kF shift is 20 percent larger: 12.13 layers
clamped film, normal expansion: 0.5 percent
clamped film, alloy L, formula: 12.90 layers
clamped film, alloy L, subband sums: 12.89 layers
temperature: 200 K
thermal damping factor at one alloy L: 0.986
Born cross-section per Bi atom: 0.0331 nm^2
alloy mean free path, estimate: 10.0 nm
disorder damping factor at one alloy L: 0.72
all good
```
